# Secondary-Loop Ratio of an Inductive Plasma from Coil Impedance Readings: a numerical check

```python
"""
Result under test: a plasma acting as a secondary loop R2 + i X2 changes the
coil impedance by dR + i dX, and X2/R2 = -dX/dR whatever the mutual inductance.
Time factor exp(+i w t). Xm = w M is the mutual reactance, X0 the bare coil
reactance, Q2 = X2/R2, nu the electron collision frequency.
Circuit quantities are in ohm; the plasma cylinder is computed in atomic units.
"""
import numpy as np
from scipy import constants as const
from scipy.integrate import solve_ivp
from scipy.special import jv


def input_impedance(matrix):
    """Impedance seen at loop 0 when all other loops are closed."""
    drive = np.zeros(len(matrix), dtype=complex)
    drive[0] = 1.0
    return 1.0 / np.linalg.solve(matrix, drive)[0]


def ratio_from_change(change):
    return -change.imag / change.real


# Model readings
frequency = 13.56e6
omega = 2 * np.pi * frequency
R0, R1, X0, X1 = 0.50, 2.90, 110.0, 102.8
Z0, Z1 = R0 + 1j * X0, R1 + 1j * X1
dZ = Z1 - Z0
dR, dX = dZ.real, dZ.imag
Q2 = -dX / dR
k_squared = (-dX / X0) * (1 + 1 / Q2**2)
nu_bound = omega / Q2

print(f"Frequency: {frequency/1e6:.2f} MHz")
print(f"Angular frequency: {omega:.4e} 1/s")
print(f"Coil resistance, plasma off / on: {R0:.2f} / {R1:.2f} ohm")
print(f"Coil reactance, plasma off / on: {X0:.1f} / {X1:.1f} ohm")
print(f"Resistance change: {dR:.3f} ohm")
print(f"Reactance change: {dX:.3f} ohm")
print(f"Secondary ratio Q2: {Q2:.4f} (dimensionless)")
print(f"Secondary impedance angle: {np.degrees(np.arctan(Q2)):.2f} degree")
print(f"Effective coupling squared: {k_squared:.5f} (dimensionless)")
print(f"Effective coupling: {np.sqrt(k_squared):.4f} (dimensionless)")
print(f"Lower bound on collision frequency: {nu_bound:.3e} 1/s")

# Different assumed mutual reactances must reproduce the same readings.
for Xm in (10.0, 20.0):
    R2 = Xm**2 * dR / (dR**2 + dX**2)
    X2 = Q2 * R2
    loops = np.array([[Z0, 1j * Xm], [1j * Xm, R2 + 1j * X2]])
    assert abs(input_impedance(loops) - Z1) < 1e-9
    assert abs(Xm**2 / (X0 * X2) - k_squared) < 1e-10
    print(f"Assumed mutual reactance {Xm:.0f} ohm: "
          f"R2 = {R2:.3f} ohm, X2 = {X2:.3f} ohm")

# Time-domain electron loop, driven by unit coil current cos(phase).
loop_R, loop_Xg, omega_over_nu = 2.0, 4.0, 1.0
loop_Xe = omega_over_nu * loop_R
phase = 40 * np.pi + 2 * np.pi * np.arange(64) / 64
time_ratios = []
time_resistances = []
for Xm in (3.0, 6.0):
    def current_rate(t, current):
        return (Xm * np.sin(t) - loop_R * current) / (loop_Xg + loop_Xe)

    motion = solve_ivp(current_rate, (0, 42 * np.pi), [0.0], t_eval=phase,
                       method="DOP853", rtol=1e-10, atol=1e-12)
    induced_voltage = Xm * current_rate(phase, motion.y[0])
    resistance = 2 * np.mean(induced_voltage * np.cos(phase))
    reactance = -2 * np.mean(induced_voltage * np.sin(phase))
    time_resistances.append(resistance)
    time_ratios.append(-reactance / resistance)
expected_time_ratio = loop_Xg / loop_R + omega_over_nu
assert np.allclose(time_ratios, expected_time_ratio, rtol=1e-6)
assert abs(time_resistances[1] / time_resistances[0] - 4) < 1e-5
print(f"Time test loop: R2 = {loop_R:.1f} ohm, "
      f"geometric reactance = {loop_Xg:.1f} ohm")
print(f"Time test omega/nu: {omega_over_nu:.2f} (dimensionless)")
for Xm, resistance, ratio in zip((3, 6), time_resistances, time_ratios):
    print(f"Time test, mutual reactance {Xm} ohm: "
          f"dR = {resistance:.4f} ohm, ratio = {ratio:.5f}")

# Many coupled loops: coil impedance change versus power in the loops.
rng = np.random.default_rng(17)
A, B = rng.normal(size=(2, 8, 8))
many_Z = A @ A.T + np.eye(8) + 1j * (B @ B.T + np.eye(8))
many_m = rng.normal(size=8)
full = np.zeros((9, 9), dtype=complex)
full[0, 0] = Z0
full[0, 1:] = full[1:, 0] = 1j * many_m
full[1:, 1:] = many_Z
many_change = input_impedance(full) - Z0
many_current = np.linalg.solve(many_Z, -1j * many_m)
many_power = np.vdot(many_current, many_Z @ many_current)
assert abs(many_change - many_power.conjugate()) < 1e-9

# Uniform plasma cylinder inside a long solenoid, in atomic units.
bohr = const.physical_constants["atomic unit of length"][0]
time_unit = const.physical_constants["atomic unit of time"][0]
hartree_eV = const.physical_constants["Hartree energy in eV"][0]
radius_m, density_m3, nu_s, temperature_eV = 0.05, 1e17, 5e7, 3.0
a = radius_m / bohr
n = density_m3 * bohr**3
w, nu = omega * time_unit, nu_s * time_unit
mu0 = 4 * np.pi * const.fine_structure**2
sigma = n / (nu + 1j * w)
kappa = np.sqrt(-1j * w * mu0 * sigma)
ka = kappa * a
flux_fraction = 2 * jv(1, ka) / (ka * jv(0, ka))
cylinder_ratio = ratio_from_change(1j * (flux_fraction - 1))

nodes, weights = np.polynomial.legendre.leggauss(160)
r = a * (nodes + 1) / 2
area_weights = weights * a / 2 * r
H = jv(0, kappa * r) / jv(0, ka)
J = kappa * jv(1, kappa * r) / jv(0, ka)
J_squared = np.sum(area_weights * abs(J)**2)
dissipated = nu / n * J_squared
inertial = w / n * J_squared
magnetic = w * mu0 * np.sum(area_weights * abs(H - 1)**2)
energy_ratio = (inertial + magnetic) / dissipated
assert abs(cylinder_ratio / energy_ratio - 1) < 1e-8
assert nu > w / cylinder_ratio
skin_depth = 1 / abs(kappa.imag)
mean_speed = np.sqrt(8 * temperature_eV / hartree_eV / np.pi)
thermal_ratio = mean_speed / abs(nu + 1j * w) / skin_depth
displacement_ratio = w / (4 * np.pi * abs(sigma))
assert displacement_ratio < 1e-3
print(f"Cylinder radius: {radius_m*100:.1f} cm")
print(f"Cylinder electron density: {density_m3/1e6:.1e} 1/cm3")
print(f"Cylinder collision frequency: {nu_s:.1e} 1/s")
print(f"Cylinder electron temperature: {temperature_eV:.1f} eV")
print(f"Cylinder skin depth: {skin_depth*bohr*100:.3f} cm")
print(f"Cylinder ratio from coil impedance: {cylinder_ratio:.5f}")
print(f"Cylinder ratio from power integrals: {energy_ratio:.5f}")
print(f"Cylinder inertial part of ratio: {inertial/dissipated:.4f}")
print(f"Cylinder magnetic part of ratio: {magnetic/dissipated:.4f}")
print(f"Cylinder bound on collision frequency: "
      f"{omega/cylinder_ratio:.3e} 1/s")
print(f"Thermal travel / skin depth: {thermal_ratio:.3f} (dimensionless)")
print(f"Displacement / conduction current: {displacement_ratio:.2e}")

# Independent reading errors.
u_R, u_X = 0.05, 0.10
u_dR, u_dX = np.sqrt(2) * u_R, np.sqrt(2) * u_X
u_Q = Q2 * np.hypot(u_dR / dR, u_dX / dX)
errors = rng.normal(size=(4, 200000))
sample_dR = dR + u_R * (errors[0] - errors[1])
sample_dX = dX + u_X * (errors[2] - errors[3])
sample_u_Q = np.std(-sample_dX / sample_dR)
# One percent covers sampling noise and second-order error terms.
assert abs(sample_u_Q / u_Q - 1) < 0.01
print(f"Single-reading errors, R / X: {u_R:.2f} / {u_X:.2f} ohm")
print(f"Difference errors, dR / dX: {u_dR:.4f} / {u_dX:.4f} ohm")
print(f"Q2 uncertainty, formula: {u_Q:.4f} (dimensionless)")
print(f"Q2 uncertainty, sampling: {sample_u_Q:.4f} (dimensionless)")

# Capacitance in parallel with the coil.
def shunt(impedance, capacitance):
    return impedance / (1 + 1j * omega * capacitance * impedance)


new_C, constant_C = 1e-12, 5e-12
lit_Z = shunt(Z1, new_C)
new_C_ratio = ratio_from_change(lit_Z - Z0)
constant_C_ratio = ratio_from_change(
    shunt(Z1, constant_C) - shunt(Z0, constant_C))
estimated_shift = omega * new_C * X1**2
# Two percent covers the omitted higher powers of capacitance.
assert abs((lit_Z.imag - X1) / estimated_shift - 1) < 0.02
assert new_C_ratio < Q2
assert abs(constant_C_ratio - Q2) < abs(new_C_ratio - Q2)
print(f"Reactance shift from {new_C*1e12:.0f} pF on ignition: "
      f"{lit_Z.imag-X1:.3f} ohm")
print(f"First-order estimate of that shift: {estimated_shift:.3f} ohm")
print(f"Apparent Q2, {new_C*1e12:.0f} pF only when lit: {new_C_ratio:.4f}")
print(f"Apparent Q2, {constant_C*1e12:.0f} pF always present: "
      f"{constant_C_ratio:.4f}")

# Frequency retuning and heating of the coil when the plasma is lit.
retune, heating = 0.005, 0.05
Xm = 10.0
secondary = Xm**2 / dZ
scale = 1 + retune
retuned = np.array([
    [R0 + 1j * scale * X0, 1j * scale * Xm],
    [1j * scale * Xm, secondary.real + 1j * scale * secondary.imag]])
retuned_ratio = ratio_from_change(input_impedance(retuned) - Z0)
heated_ratio = ratio_from_change(Z1 + heating * R0 - Z0)
print(f"Apparent Q2, frequency raised {retune*100:.1f}% when lit: "
      f"{retuned_ratio:.4f}")
print(f"Apparent Q2, coil resistance raised {heating*100:.0f}% when lit: "
      f"{heated_ratio:.4f}")

# Conducting wall, with each loop scaled by its own reactance.
k_coil_wall, k_plasma_wall, wall_Q = 0.20, 0.30, 100.0
isolated_Q = Q2 / (1 - k_plasma_wall**2)


def ratio_with_wall(wall_resistance):
    k = np.sqrt(k_squared)
    loops = np.array([
        [R0 / X0 + 1j, 1j * k_coil_wall, 1j * k],
        [1j * k_coil_wall, wall_resistance + 1j, 1j * k_plasma_wall],
        [1j * k, 1j * k_plasma_wall, 1 / isolated_Q + 1j]])
    return ratio_from_change(input_impedance(loops)
                             - input_impedance(loops[:2, :2]))


lossless_wall_ratio = ratio_with_wall(0.0)
lossy_wall_ratio = ratio_with_wall(1 / wall_Q)
assert abs(lossless_wall_ratio
           - isolated_Q * (1 - k_plasma_wall**2)) < 1e-9
print(f"Wall coupling to coil / plasma: "
      f"{k_coil_wall:.2f} / {k_plasma_wall:.2f}")
print(f"Isolated-loop ratio in wall test: {isolated_Q:.4f}")
print(f"Apparent ratio, lossless wall: {lossless_wall_ratio:.4f}")
print(f"Apparent ratio, wall quality factor {wall_Q:.0f}: "
      f"{lossy_wall_ratio:.4f}")

print("success")
```

It prints:

```
Frequency: 13.56 MHz
Angular frequency: 8.5200e+07 1/s
Coil resistance, plasma off / on: 0.50 / 2.90 ohm
Coil reactance, plasma off / on: 110.0 / 102.8 ohm
Resistance change: 2.400 ohm
Reactance change: -7.200 ohm
Secondary ratio Q2: 3.0000 (dimensionless)
Secondary impedance angle: 71.57 degree
Effective coupling squared: 0.07273 (dimensionless)
Effective coupling: 0.2697 (dimensionless)
Lower bound on collision frequency: 2.840e+07 1/s
Assumed mutual reactance 10 ohm: R2 = 4.167 ohm, X2 = 12.500 ohm
Assumed mutual reactance 20 ohm: R2 = 16.667 ohm, X2 = 50.000 ohm
Time test loop: R2 = 2.0 ohm, geometric reactance = 4.0 ohm
Time test omega/nu: 1.00 (dimensionless)
Time test, mutual reactance 3 ohm: dR = 0.4500 ohm, ratio = 3.00000
Time test, mutual reactance 6 ohm: dR = 1.8000 ohm, ratio = 3.00000
Cylinder radius: 5.0 cm
Cylinder electron density: 1.0e+11 1/cm3
Cylinder collision frequency: 5.0e+07 1/s
Cylinder electron temperature: 3.0 eV
Cylinder skin depth: 1.875 cm
Cylinder ratio from coil impedance: 4.00755
Cylinder ratio from power integrals: 4.00755
Cylinder inertial part of ratio: 1.7040
Cylinder magnetic part of ratio: 2.3036
Cylinder bound on collision frequency: 2.126e+07 1/s
Thermal travel / skin depth: 0.626 (dimensionless)
Displacement / conduction current: 2.64e-05
Single-reading errors, R / X: 0.05 / 0.10 ohm
Difference errors, dR / dX: 0.0707 / 0.1414 ohm
Q2 uncertainty, formula: 0.1062 (dimensionless)
Q2 uncertainty, sampling: 0.1066 (dimensionless)
Reactance shift from 1 pF on ignition: 0.908 ohm
First-order estimate of that shift: 0.900 ohm
Apparent Q2, 1 pF only when lit: 2.5668
Apparent Q2, 5 pF always present: 3.0152
Apparent Q2, frequency raised 0.5% when lit: 2.7861
Apparent Q2, coil resistance raised 5% when lit: 2.9691
Wall coupling to coil / plasma: 0.20 / 0.30
Isolated-loop ratio in wall test: 3.2967
Apparent ratio, lossless wall: 3.0000
Apparent ratio, wall quality factor 100: 3.0491
success
```
